# Blind Ptychography of an EUV Mask: Overlap and Raster Ambiguity: a program that tests the result

```python
"""
Blind ptychography of an EUV mask: tests of gradient updates and ambiguities.
Exit wave: psi_j(r) = P(r) O(r + R_j); data: |FFT psi_j|^2 (unitary FFT).
P = probe, O = complex mask reflectance, R_j = known integer scan positions.
Results under test:
  * the Wirtinger gradient and the descent bound of the regularised update;
  * number of continuous ambiguities = 2 K + 3, where K is the index in Z^2
    of the lattice generated by differences of scan positions;
  * a raster scan cannot see a periodic factor exchanged by P and O, whereas
    a jittered scan can; too little overlap spoils the reconstruction.
"""
import numpy as np
from scipy import constants, fft, ndimage
from scipy.linalg import svdvals
from scipy.optimize import minimize

rng = np.random.default_rng(7)


def complex_noise(*shape):
    return rng.normal(size=shape) + 1j * rng.normal(size=shape)


def exit_waves(probe, obj, scan):
    n = probe.shape[0]
    return np.array([probe * obj[x:x + n, y:y + n] for x, y in scan])


def amplitudes(probe, obj, scan):
    return np.abs(fft.fft2(exit_waves(probe, obj, scan), norm="ortho"))


def loss(probe, obj, scan, data):
    return np.sum((amplitudes(probe, obj, scan) - data) ** 2)


def residual(probe, obj, scan, data):
    return np.sqrt(loss(probe, obj, scan, data) / np.sum(data ** 2))


def projection_error(psi, data):
    """Nearest wave with the measured amplitudes, minus the wave itself."""
    far = fft.fft2(psi, norm="ortho")
    return fft.ifft2(far * (data / (np.abs(far) + 1e-30) - 1), norm="ortho")


def lattice_index(scan):
    v = np.asarray(scan) - scan[0]
    minors = np.outer(v[:, 0], v[:, 1]) - np.outer(v[:, 1], v[:, 0])
    return int(np.gcd.reduce(np.abs(minors).ravel()))


# ---- gradient against finite differences, and the descent bound ----
small_scan = np.array([(3 * i, 3 * j) for i in range(3) for j in range(3)])
p_s, o_s = complex_noise(8, 8), complex_noise(14, 14)
data_s = amplitudes(complex_noise(8, 8), complex_noise(14, 14), small_scan)
err_s = projection_error(exit_waves(p_s, o_s, small_scan), data_s)
grad_p, grad_o = np.zeros_like(p_s), np.zeros_like(o_s)
for (x, y), e in zip(small_scan, err_s):
    grad_o[x:x + 8, y:y + 8] -= p_s.conj() * e
    grad_p -= o_s[x:x + 8, y:y + 8].conj() * e
dir_p, dir_o, h = complex_noise(8, 8), complex_noise(14, 14), 1e-6
numeric = (loss(p_s + h * dir_p, o_s + h * dir_o, small_scan, data_s)
           - loss(p_s - h * dir_p, o_s - h * dir_o, small_scan, data_s)) / (2 * h)
analytic = 2 * np.real(np.vdot(grad_p, dir_p) + np.vdot(grad_o, dir_o))
grad_scale = 2 * np.sqrt(np.sum(abs(grad_p) ** 2) + np.sum(abs(grad_o) ** 2))
gradient_error = abs(numeric - analytic) / grad_scale
assert gradient_error < 1e-5

REG = 0.2
descent_ratios = []
for _ in range(100):
    p, o = complex_noise(8, 8), complex_noise(8, 8)
    target = np.abs(complex_noise(8, 8))
    e = projection_error(p * o, target)
    p2 = np.abs(p) ** 2
    den = (1 - REG) * p2 + REG * p2.max()
    old = np.sum((np.abs(fft.fft2(p * o, norm="ortho")) - target) ** 2)
    o_new = o + p.conj() * e / den
    new = np.sum((np.abs(fft.fft2(p * o_new, norm="ortho")) - target) ** 2)
    bound = np.sum((1 - p2 / den) ** 2 * np.abs(e) ** 2)
    assert new <= bound * (1 + 1e-10) and bound <= old * (1 + 1e-10)
    descent_ratios.append(new / old)


# ---- continuous ambiguities from the complete intensity Jacobian ----
def jacobian_nullity(scan, n=8):
    scan = np.asarray(scan)
    side = scan.max() + n
    probe, obj = complex_noise(n * n), complex_noise(side * side)
    f1 = fft.fft(np.eye(n), norm="ortho")
    f2 = np.kron(f1, f1)
    blocks = []
    for x, y in scan:
        idx = ((x + np.arange(n))[:, None] * side + y + np.arange(n)).ravel()
        far = f2 @ (probe * obj[idx])
        weighted = far.conj()[:, None] * f2
        g = np.zeros((n * n, n * n + side * side), complex)
        g[:, :n * n] = weighted * obj[idx]
        g[:, n * n + idx] = weighted * probe
        blocks.append(np.hstack((2 * g.real, -2 * g.imag)))
    jac = np.vstack(blocks)
    s = svdvals(jac)
    kept = s[s > 1e-10 * s[0]]
    return jac.shape[1] - len(kept), kept[-1] / s[0], jac.shape


def small_raster(d):
    return np.array([(d * i, d * j) for i in range(4) for j in range(4)])


one_moved = small_raster(2)
one_moved[5] += (1, 0)
two_moved = one_moved.copy()
two_moved[10] += (0, 1)
rank_cases = [("raster d=2", small_raster(2)), ("raster d=3", small_raster(3)),
              ("raster d=4", small_raster(4)), ("d=2, one moved", one_moved),
              ("d=2, two moved", two_moved)]
rank_rows = []
for name, scan in rank_cases:
    nullity, gap, shape = jacobian_nullity(scan)
    k_index = lattice_index(scan)
    assert nullity == 2 * k_index + 3, (name, nullity, k_index, gap)
    rank_rows.append((name, k_index, nullity, gap, shape))
sparse_nullity, sparse_gap, sparse_shape = jacobian_nullity(small_raster(5))

# ---- synthetic EUV mask and probe; lengths in nm ----
wavelength, pixel, thickness = 13.5, 60.0, 60.0
angle = np.deg2rad(6.0)
delta, beta, clear_reflectivity = 0.05, 0.031, 0.65
index_absorber = 1 - delta + 1j * beta
double_pass = np.exp(4j * np.pi * thickness / wavelength
                     * (np.sqrt(index_absorber ** 2 - np.sin(angle) ** 2)
                        - np.cos(angle)))
N, SIDE, MARGIN, SPAN = 32, 88, 4, 48
pattern = np.zeros((SIDE, SIDE))
for k in range(45):
    width, length = rng.integers(3, 6), rng.integers(8, 25)
    size = (width, length) if k % 2 else (length, width)
    x, y = rng.integers(0, SIDE - 3, size=2)
    pattern[x:x + size[0], y:y + size[1]] = 1
coverage = pattern.mean()
pattern = ndimage.gaussian_filter(pattern, 0.8, mode="wrap")
mask = np.sqrt(clear_reflectivity) * (1 + (double_pass - 1) * pattern)
u, v = np.meshgrid(np.arange(N) - N / 2, np.arange(N) - N / 2, indexing="ij")
w = 9.0
rho = np.hypot(u, v)
probe_true = np.exp(-(rho / w) ** 4 + 1j * (2.0 * (rho / w) ** 2
                    + 0.5 * (u ** 2 - v ** 2) / w ** 2
                    + 0.4 * u * rho ** 2 / w ** 3))
order = np.argsort(rho.ravel())
energy = np.cumsum(np.abs(probe_true.ravel()[order]) ** 2)
diameter = 2 * rho.ravel()[order][np.searchsorted(energy, 0.9 * energy[-1])]


def make_scan(d, jittered):
    g = MARGIN + d * np.arange(SPAN // d + 1)
    scan = np.array([(x, y) for x in g for y in g])
    if jittered:
        j = max(1, int(round(0.25 * d)))
        scan = scan + rng.integers(-j, j + 1, size=scan.shape)
    return scan


def first_guess(data):
    guess = np.exp(-(rho / w) ** 2).astype(complex)
    guess *= np.sqrt(np.mean(np.sum(data ** 2, axis=(1, 2)))
                     / np.sum(np.abs(guess) ** 2))
    return guess, np.ones((SIDE, SIDE), complex)


def reconstruct(scan, data, probe, obj, sweeps):
    probe, obj = probe.copy(), obj.copy()
    for _ in range(sweeps):
        for j in rng.permutation(len(scan)):
            x, y = scan[j]
            patch = obj[x:x + N, y:y + N]
            e = projection_error(probe * patch, data[j])
            p2 = probe.real ** 2 + probe.imag ** 2
            o2max = (patch.real ** 2 + patch.imag ** 2).max()
            step = probe.conj() * e / ((1 - REG) * p2 + REG * p2.max())
            probe = probe + patch.conj() * e / o2max
            patch += step
    return probe, obj


def gauge_error(est, truth, lo, hi, period=None):
    """Relative error after removing scale, phase, ramp and translation.
    With a period, also the error left after fitting a periodic factor."""
    part = est[lo:hi, lo:hi]
    spec = fft.fft2(truth)
    freq = fft.fftfreq(truth.shape[0])
    r = np.arange(hi - lo) - (hi - lo) / 2
    corr = np.abs(fft.fft2(part * truth[lo:hi, lo:hi].conj(), s=(256, 256)))
    peak = np.unravel_index(np.argmax(corr), corr.shape)
    ramp0 = 2 * np.pi * fft.fftfreq(256)[list(peak)]

    def model(q):
        sh = np.exp(2j * np.pi * freq * q[2])[:, None] * np.exp(2j * np.pi * freq * q[3])
        ramp = np.exp(1j * r * q[0])[:, None] * np.exp(1j * r * q[1])
        return fft.ifft2(spec * sh)[lo:hi, lo:hi] * ramp

    def misfit(q):
        b = model(q)
        c = np.abs(np.vdot(b, part)) ** 2
        return 1 - c / (np.vdot(b, b).real * np.vdot(part, part).real)

    start = np.array([ramp0[0], ramp0[1], 0.0, 0.0])
    simplex = np.vstack([start, start + np.diag([0.01, 0.01, 0.4, 0.4])])
    best = minimize(misfit, start, method="Nelder-Mead",
                    options=dict(initial_simplex=simplex, maxiter=350,
                                 xatol=1e-6, fatol=1e-11))
    error = np.sqrt(max(best.fun, 0.0))
    if period is None:
        return error
    b, left = model(best.x), 0.0
    for i in range(period):
        for j in range(period):
            aa, bb = part[i::period, j::period], b[i::period, j::period]
            c = np.vdot(bb, aa) / np.vdot(bb, bb)
            left += np.sum(np.abs(aa - c * bb) ** 2)
    return error, np.sqrt(left / np.sum(np.abs(part) ** 2))


# ---- blind reconstructions at different overlaps, equal update budget ----
LO, HI, UPDATES = 24, 64, 10000
overlap_rows, object_errors = [], {}
for d in (6, 8, 12, 16):
    scan = make_scan(d, True)
    data = amplitudes(probe_true, mask, scan)
    guess_p, guess_o = first_guess(data)
    p_est, o_est = reconstruct(scan, data, guess_p, guess_o, UPDATES // len(scan))
    if d == 6:
        scan_j, data_j = scan, data
        err, err_periodic_j = gauge_error(o_est, mask, LO, HI, period=6)
        probe_start = gauge_error(guess_p, probe_true, 0, N)
        probe_end = gauge_error(p_est, probe_true, 0, N)
    else:
        err = gauge_error(o_est, mask, LO, HI)
    object_errors[d] = err
    overlap_rows.append((d, len(scan), 1 - d / diameter, err,
                         residual(p_est, o_est, scan, data), lattice_index(scan)))
assert lattice_index(scan_j) == 1
assert object_errors[6] < 0.15, object_errors
assert object_errors[16] > 3 * object_errors[6], object_errors
assert probe_end < 0.5 * probe_start, (probe_start, probe_end)

# ---- blind raster reconstruction ----
scan_r = make_scan(6, False)
data_r = amplitudes(probe_true, mask, scan_r)
p_r, o_r = reconstruct(scan_r, data_r, *first_guess(data_r), UPDATES // len(scan_r))
err_raster, err_periodic_r = gauge_error(o_r, mask, LO, HI, period=6)
res_raster = residual(p_r, o_r, scan_r, data_r)

# ---- a planted periodic factor: same start, two scans ----
grid = np.arange(SIDE)
factor = np.exp(0.3 * np.cos(2 * np.pi * grid / 6)[:, None]
                + 0.4j * np.sin(2 * np.pi * grid / 6)[None, :])
p_plant = probe_true * factor[MARGIN:MARGIN + N, MARGIN:MARGIN + N]
o_plant = mask / factor
err_plant = gauge_error(o_plant, mask, LO, HI)
plant_res_r = residual(p_plant, o_plant, scan_r, data_r)
plant_res_j = residual(p_plant, o_plant, scan_j, data_j)
kept_r = gauge_error(reconstruct(scan_r, data_r, p_plant, o_plant, 60)[1], mask, LO, HI)
kept_j = gauge_error(reconstruct(scan_j, data_j, p_plant, o_plant, 60)[1], mask, LO, HI)
assert plant_res_r < 1e-12 and plant_res_j > 0.01
assert abs(kept_r - err_plant) < 1e-4 and err_plant > 0.1
assert kept_j < 0.5 * err_plant, (err_plant, kept_j)
ramp_p = np.exp(0.07j * np.arange(N))[:, None]
ramp_o = np.exp(-0.07j * grid)[:, None]
ramp_res = residual(probe_true * ramp_p, mask * ramp_o, scan_j, data_j)
assert ramp_res < 1e-12

# ---- photon noise and other neglected effects ----
photons = 1e6
scale = photons / np.mean(np.sum(data_j ** 2, axis=(1, 2)))
data_n = np.sqrt(rng.poisson(data_j ** 2 * scale) / scale)
noise_res = residual(probe_true, mask, scan_j, data_n)
p_n, o_n = reconstruct(scan_j, data_n, *first_guess(data_n), UPDATES // len(scan_j))
err_noise = gauge_error(o_n, mask, LO, HI)
position_rms = 5.0
spec_mask, fr = fft.fft2(mask), fft.fftfreq(SIDE)
moved = []
for x, y in scan_j:
    sx, sy = rng.normal(scale=position_rms / pixel, size=2)
    phase = np.exp(2j * np.pi * fr * sx)[:, None] * np.exp(2j * np.pi * fr * sy)
    patch = fft.ifft2(spec_mask * phase)[x:x + N, y:y + N]
    moved.append(np.abs(fft.fft2(probe_true * patch, norm="ortho")))
position_res = np.sqrt(np.sum((np.array(moved) - data_j) ** 2) / np.sum(data_j ** 2))
half_angle = np.arcsin(wavelength / (2 * pixel))
depth_phase = 2 * thickness * 2 * np.pi / wavelength * (1 - np.cos(half_angle))
bandwidth = 1e-3
photon_ev = constants.h * constants.c / (wavelength * 1e-9) / constants.e

print(f"gradient: relative finite-difference error {gradient_error:.1e}")
print(f"object step: new/old misfit, mean {np.mean(descent_ratios):.3f}, "
      f"max {np.max(descent_ratios):.3f} (100 random cases, a={REG})")
print("Jacobian test: 8x8 px window, 4x4 positions")
for name, k_index, nullity, gap, shape in rank_rows:
    print(f"  {name}: K={k_index}, nullity={nullity}, data={shape[0]}, "
          f"unknowns={shape[1]}, smallest kept s/smax={gap:.1e}")
print(f"  raster d=5: K={lattice_index(small_raster(5))}, nullity={sparse_nullity}, "
      f"data={sparse_shape[0]}, unknowns={sparse_shape[1]}")
print(f"wavelength {wavelength} nm, photon energy {photon_ev:.2f} eV")
print(f"pixel {pixel:.0f} nm, window {N} px = {N * pixel / 1000:.2f} um")
print(f"absorber {thickness:.0f} nm, delta={delta}, beta={beta}, incidence 6 deg")
print(f"clear reflectivity {clear_reflectivity}, absorber reflectivity "
      f"{clear_reflectivity * abs(double_pass) ** 2:.4f}")
print(f"absorber phase {np.angle(double_pass):.3f} rad, area fraction {coverage:.3f}")
print(f"probe 90%-energy diameter {diameter:.2f} px = {diameter * pixel:.0f} nm")
print(f"blind runs, jittered scans, about {UPDATES} updates each")
for d, count, overlap, err, res, k_index in overlap_rows:
    print(f"  step {d} px = {d * pixel:.0f} nm, {count} positions, overlap "
          f"{100 * overlap:.1f}%, K={k_index}, object error {err:.4f}, "
          f"data residual {res:.2e}")
print(f"probe error, step 6 px: start {probe_start:.4f}, end {probe_end:.4f}")
print(f"blind raster, step 6 px: K={lattice_index(scan_r)}, object error "
      f"{err_raster:.4f}, data residual {res_raster:.2e}")
print(f"after periodic-factor fit: raster {err_periodic_r:.4f}, "
      f"jittered {err_periodic_j:.4f}")
print(f"planted periodic factor: object error {err_plant:.4f}")
print(f"  its data residual: raster {plant_res_r:.1e}, jittered {plant_res_j:.4f}")
print(f"  object error after 60 sweeps: raster {kept_r:.4f}, jittered {kept_j:.4f}")
print(f"phase ramp on jittered scan: data residual {ramp_res:.1e}")
print(f"noise, {photons:.0e} photons/pattern: data residual {noise_res:.4f}, "
      f"blind object error {err_noise:.4f}")
print(f"position error {position_rms:.0f} nm rms per axis: data residual {position_res:.4f}")
print(f"detector half-angle {np.rad2deg(half_angle):.2f} deg; exit angles "
      f"{6 - np.rad2deg(half_angle):.2f} to {6 + np.rad2deg(half_angle):.2f} deg")
print(f"absorber double-pass shadow {2 * thickness * np.tan(angle):.1f} nm")
print(f"propagation phase over twice the absorber, band edge {depth_phase:.3f} rad")
print(f"relative bandwidth {bandwidth}: edge smear {N / 2 * bandwidth:.3f} detector px")
print(f"uncorrected tilt over scan span {SPAN * pixel * (1 - np.cos(angle)):.1f} nm")
print("all assertions hold")
```

Running it gives:

```
gradient: relative finite-difference error 2.3e-09
object step: new/old misfit, mean 0.218, max 0.477 (100 random cases, a=0.2)
Jacobian test: 8x8 px window, 4x4 positions
  raster d=2: K=4, nullity=11, data=1024, unknowns=520, smallest kept s/smax=2.4e-02
  raster d=3: K=9, nullity=21, data=1024, unknowns=706, smallest kept s/smax=3.2e-03
  raster d=4: K=16, nullity=35, data=1024, unknowns=928, smallest kept s/smax=3.3e-03
  d=2, one moved: K=2, nullity=7, data=1024, unknowns=520, smallest kept s/smax=6.5e-03
  d=2, two moved: K=1, nullity=5, data=1024, unknowns=520, smallest kept s/smax=1.2e-02
  raster d=5: K=25, nullity=162, data=1024, unknowns=1186
wavelength 13.5 nm, photon energy 91.84 eV
pixel 60 nm, window 32 px = 1.92 um
absorber 60 nm, delta=0.05, beta=0.031, incidence 6 deg
clear reflectivity 0.65, absorber reflectivity 0.0199
absorber phase -2.808 rad, area fraction 0.282
probe 90%-energy diameter 16.12 px = 967 nm
blind runs, jittered scans, about 10000 updates each
  step 6 px = 360 nm, 81 positions, overlap 62.8%, K=1, object error 0.0066, data residual 3.46e-03
  step 8 px = 480 nm, 49 positions, overlap 50.4%, K=1, object error 0.0093, data residual 7.19e-03
  step 12 px = 720 nm, 25 positions, overlap 25.6%, K=1, object error 0.6384, data residual 9.64e-02
  step 16 px = 960 nm, 16 positions, overlap 0.8%, K=1, object error 0.7234, data residual 4.61e-02
probe error, step 6 px: start 0.6288, end 0.0027
blind raster, step 6 px: K=36, object error 0.0636, data residual 5.33e-03
after periodic-factor fit: raster 0.0085, jittered 0.0064
planted periodic factor: object error 0.3382
  its data residual: raster 9.0e-16, jittered 0.3497
  object error after 60 sweeps: raster 0.3382, jittered 0.0007
phase ramp on jittered scan: data residual 2.6e-16
noise, 1e+06 photons/pattern: data residual 0.0147, blind object error 0.0155
position error 5 nm rms per axis: data residual 0.0113
detector half-angle 6.46 deg; exit angles -0.46 to 12.46 deg
absorber double-pass shadow 12.6 nm
propagation phase over twice the absorber, band edge 0.355 rad
relative bandwidth 0.001: edge smear 0.016 detector px
uncorrected tilt over scan span 15.8 nm
all assertions hold
```
